# Klein–Rosseland Relation from Microscopic Reversibility and from Thermal Balance

## What symmetry and dimensions fix

An electron of energy $\varepsilon$ excites a target from level $i$ to level $j$, which lies higher by $\Delta E=E_j-E_i>0$. In the inverse process, a superelastic collision, an electron hits the target in level $j$, returns it to level $i$ and leaves faster than it came. Let $\sigma_{ij}$ be the cross section for $i\to j$ and $\sigma_{ji}$ that for $j\to i$. The levels contain $g_i$ and $g_j$ degenerate states. Hartree atomic units are used ($\hbar=m_e=e=1$), and the target is taken as infinitely heavy; otherwise $\varepsilon$ is the energy of relative motion and the reduced mass replaces $m_e$.

A relation between $\sigma_{ij}$ and $\sigma_{ji}$ that holds for every interaction cannot contain a length belonging to one interaction. The remaining lengths are the inverse wave numbers $1/k_i$ and $1/k_j$ of the electron when the target is in level $i$ or $j$. Counting suggests how they enter. Angular momenta up to $L\gg1$ correspond to impact parameters up to $L/k$, hence to an area $\pi L^2/k^2$, and they comprise about $L^2$ partial waves. Each partial wave therefore represents an area $\pi/k^2$. An average over initial target states adds a factor $1/g$, so that

$$\sigma_{ij}=\frac{\pi}{g_ik_i^2}\,\Omega_{ij},\qquad \sigma_{ji}=\frac{\pi}{g_jk_j^2}\,\Omega_{ji},$$

where $\Omega$, the collision strength, is a dimensionless sum of transition probabilities. If reversing the motion exchanges initial and final states without changing the probabilities, then $\Omega_{ij}=\Omega_{ji}$ and

$$g_ik_i^2\sigma_{ij}=g_jk_j^2\sigma_{ji}.$$

Both sides refer to one total energy, so $k_i^2=2\varepsilon$ and $k_j^2=2(\varepsilon-\Delta E)$. The expected result is the Klein–Rosseland relation,

$$\boxed{g_i\,\varepsilon\,\sigma_{ij}(\varepsilon)=g_j\,(\varepsilon-\Delta E)\,\sigma_{ji}(\varepsilon-\Delta E)},\qquad \varepsilon>\Delta E.$$

This argument fixes the form. The equality of the two collision strengths still has to be proved.

## First derivation: reversal of the collision

**Cross section and transition matrix.** Write $H=H_0+V$, where $H_0$ describes the free electron and the isolated target. The interaction $V$ is assumed to fall off faster than $1/r$, as for a neutral target, so that plane waves describe the motion far from the target. Let $|\mathbf k,a\rangle$ be a plane wave $e^{i\mathbf k\cdot\mathbf r}$ times an internal state $a$, which includes the electron spin. The transition operator is

$$T(z)=V+V(z-H)^{-1}V,$$

and the scattering state with outgoing waves obeys $V|\psi_a\rangle=T(E+i0)|\mathbf k_a,a\rangle$. In channel $b$ the free outgoing Green function, the inverse of $k_b^2/2+\nabla^2/2$, is $-e^{ik_b|\mathbf r-\mathbf r'|}/(2\pi|\mathbf r-\mathbf r'|)$. At large $r$ we have $|\mathbf r-\mathbf r'|\simeq r-\hat{\mathbf r}\cdot\mathbf r'$ in the phase. The scattered wave is then $f_{ba}e^{ik_br}/r$ with

$$f_{ba}=-\frac{1}{2\pi}\langle\mathbf k_b,b|T(E+i0)|\mathbf k_a,a\rangle .$$

The outgoing radial flux per solid angle is $k_b|f_{ba}|^2$ and the incident flux is $k_a$. Their ratio is

$$\frac{d\sigma_{ba}}{d\omega}=\frac{k_b}{k_a}|f_{ba}|^2=\frac{k_b}{4\pi^2k_a}|T_{ba}|^2 ,$$

where $d\omega$ is the element of solid angle and the subscript $ba$ on a single-state quantity means $a\to b$.

**Time reversal.** The operator $\Theta$ reverses momenta and spins. It is antiunitary: $\Theta c=c^*\Theta$ for a number $c$, and $\langle\Theta x|\Theta y\rangle=\langle y|x\rangle$. Assume that $\Theta$ commutes with $H$ and $V$, which excludes an external magnetic field. Then

$$\Theta T(z)\Theta^{-1}=V+V(z^*-H)^{-1}V=T(z^*)=T(z)^\dagger .$$

The last equality holds because $H$ and $V$ are Hermitian. With $T=T(E+i0)$,

$$\langle b|T|a\rangle=\langle\Theta Ta|\Theta b\rangle=\langle T^\dagger\Theta a|\Theta b\rangle=\langle\Theta a|T|\Theta b\rangle .$$

The first step uses antiunitarity, the second inserts $\Theta T=T^\dagger\Theta$, and the third moves $T^\dagger$ to the other side of the scalar product. This is microscopic reversibility. The amplitude from $a$ to $b$ equals that from the reversed $b$ to the reversed $a$. No expansion in $V$ has been made.

The projectile is identical with the target electrons, and exchange can be included through the scattering operator. Let $J$ combine a target state and a free electron into an antisymmetric state, and define

$$\Omega_\pm=\lim_{t\to\mp\infty}e^{iHt}Je^{-iH_0t},\qquad S=\Omega_-^\dagger\Omega_+ .$$

Since $\Theta e^{iHt}\Theta^{-1}=e^{-iHt}$ and antisymmetrization commutes with $\Theta$, reversal exchanges $\Omega_+$ and $\Omega_-$. Hence $\Theta S\Theta^{-1}=\Omega_+^\dagger\Omega_-=S^\dagger$. This has the same form as the equation for $T$, so the exchange of initial and final states follows as before.

**Sum over sublevels.** Define the summed strength

$$W_{ij}(\mathbf k_i\to\mathbf k_j)=\sum_{a\in i}\sum_{b\in j}|\langle\mathbf k_j,b|T|\mathbf k_i,a\rangle|^2 ,$$

where the sums cover target sublevels and both electron spin states. Reversal maps each level onto itself; for example, it turns a sublevel $M$ into $-M$ up to a phase. Because all sublevels are included, this only relabels the terms, and

$$W_{ij}(\mathbf k_i\to\mathbf k_j)=W_{ji}(-\mathbf k_j\to-\mathbf k_i).$$

A rotation likewise mixes the states of a level by a unitary matrix, which leaves the sum of squares unchanged. For a rotationally invariant interaction, $W$ therefore depends only on the lengths $k_i,k_j$ and on the angle $\theta$ between the momenta. That angle is the same for the reversed pair, so $W_{ij}(\theta)=W_{ji}(\theta)\equiv W(\theta)$.

**Average over initial states.** For unpolarized electrons and equally populated sublevels there are $2g_i$ initial states in excitation and $2g_j$ in the inverse process:

$$\frac{d\sigma_{ij}}{d\omega}=\frac{1}{2g_i}\frac{k_j}{4\pi^2k_i}W(\theta),\qquad \frac{d\sigma_{ji}}{d\omega}=\frac{1}{2g_j}\frac{k_i}{4\pi^2k_j}W(\theta).$$

Multiply the first equation by $g_ik_i^2$ and the second by $g_jk_j^2$. Both right-hand sides become $k_ik_jW(\theta)/(8\pi^2)$, so

$$g_ik_i^2\frac{d\sigma_{ij}}{d\omega}=g_jk_j^2\frac{d\sigma_{ji}}{d\omega}$$

at each angle. One power of $k$ in $k^2$ comes from the incident flux. The other comes from the density of final states, which enters through the outgoing flux. Integration over angle and insertion of $k_i^2=2\varepsilon$, $k_j^2=2(\varepsilon-\Delta E)$ give the boxed relation.

With $\varepsilon'=\varepsilon-\Delta E$ it becomes a recipe for superelastic data:

$$\sigma_{ji}(\varepsilon')=\frac{g_i}{g_j}\,\frac{\varepsilon'+\Delta E}{\varepsilon'}\,\sigma_{ij}(\varepsilon'+\Delta E).$$

The shift expresses energy conservation: the reverse of a collision that an electron enters with $\varepsilon$ is entered with the energy $\varepsilon-\Delta E$ that it had left.

## Second derivation: balance in a thermal gas

Consider a dilute gas of targets and nondegenerate electrons in equilibrium at temperature $T$, now measured in energy units. The electron energy distribution, normalized to one, is

$$F(\varepsilon)=\frac{2}{\sqrt\pi}\,T^{-3/2}\sqrt\varepsilon\,e^{-\varepsilon/T}.$$

With speed $\sqrt{2\varepsilon}$, the rate coefficient for excitation is

$$K_{ij}=\int_{\Delta E}^\infty\sqrt{2\varepsilon}\,\sigma_{ij}F\,d\varepsilon=\sqrt{\frac{8}{\pi}}\,T^{-3/2}\int_{\Delta E}^{\infty}\varepsilon\,\sigma_{ij}(\varepsilon)e^{-\varepsilon/T}d\varepsilon .$$

The same formula, with lower limit zero and $\sigma_{ji}$, gives $K_{ji}$.

The populations obey $N_j/N_i=(g_j/g_i)e^{-\Delta E/T}$. Detailed balance states that the process and its inverse occur equally often, $N_iK_{ij}=N_jK_{ji}$. Cancelling the common prefactor gives

$$g_i\int_{\Delta E}^{\infty}\varepsilon\sigma_{ij}(\varepsilon)e^{-\varepsilon/T}d\varepsilon=g_je^{-\Delta E/T}\int_0^\infty\varepsilon'\sigma_{ji}(\varepsilon')e^{-\varepsilon'/T}d\varepsilon' .$$

Substitute $\varepsilon=\varepsilon'+\Delta E$ on the left. The exponential splits off the same factor $e^{-\Delta E/T}$, which cancels, and with $\beta=1/T$

$$\int_0^\infty D(\varepsilon')e^{-\beta\varepsilon'}d\varepsilon'=0,$$

$$D(\varepsilon')=g_i(\varepsilon'+\Delta E)\sigma_{ij}(\varepsilon'+\Delta E)-g_j\varepsilon'\sigma_{ji}(\varepsilon').$$

Cross sections of isolated binary collisions do not depend on temperature, so this holds for every $\beta>0$ with the same $D$. A vanishing integral at one temperature would not determine $D$, but the whole family does. Assume that $D$ is continuous and grows no faster than a power of energy. Take $\beta=2+n$ with $n=0,1,2,\ldots$ and set $x=e^{-\varepsilon'}$, with $\varepsilon'$ as a number in hartree. Since $d\varepsilon'=-dx/x$,

$$\int_0^1h(x)\,x^n\,dx=0,\qquad h(x)=x\,D(-\ln x).$$

The function $h$ is continuous on $[0,1]$, with $h(0)=0$, and is orthogonal to every polynomial. Polynomials approximate it uniformly, hence $\int_0^1h^2dx=0$ and $h=0$. Therefore $D=0$ at every energy, which is again the boxed relation.

## What each derivation assumes

The first derivation treats a single collision. It needs time-reversal and rotational invariance and equal initial populations, but no temperature. It also yields the differential relation. The second needs no transition matrix and no statement about amplitudes. It takes detailed balance as a premise and gives only integrated cross sections, since thermal rates contain no angular information.

That premise is stronger than stationarity. At fixed temperature the dilute-gas populations do not depend on electron density, whereas electron-collision rates are proportional to it. If ionization and recombination are negligible, electron collisions must therefore keep the populations stationary by themselves, without help from radiation:

$$\sum_i\left(N_iK_{ij}-N_jK_{ji}\right)=0\quad\text{for each }j.$$

With two levels the sum has one term, and detailed balance follows. With three levels a steady circulation $1\to2\to3\to1$ would also satisfy the equations.

The collision problem has the same structure. At fixed total angular momentum, and at a fixed total energy below the ionization threshold of the target, the number of open channels is finite. Let $P_{ij}=\sum_{a\in i,\,b\in j}|S_{ba}|^2$, and let level $i$ have $n_i$ channels. Unitarity gives $\sum_jP_{ij}=n_i$ and $\sum_jP_{ji}=n_i$. For two levels,

$$P_{12}=n_1-P_{11}=P_{21},$$

so probability conservation alone equates the summed probabilities. For three levels, subtracting the two sums for each level leaves the differences $A_{ij}=P_{ij}-P_{ji}$ with

$$A_{12}+A_{13}=0,\qquad A_{21}+A_{23}=0 .$$

Because $A_{ji}=-A_{ij}$, this means $A_{12}=A_{23}=A_{31}$, a common value that unitarity does not force to vanish. Time reversal does. In a three-level spin-½ matrix model with one randomly drawn unitary $S$, the largest difference is about $0.56$ (a value that depends on the draw) when time reversal is broken and about $10^{-16}$ when it is kept. When the levels of the broken case are grouped into two, the difference again falls to rounding error.

In a magnetic field $\mathbf B$, $\Theta H(\mathbf B)\Theta^{-1}=H(-\mathbf B)$. Reversal then connects a collision in $\mathbf B$ with one in $-\mathbf B$, and the relation at a single field is no longer guaranteed.

## A model atom

The relation can be followed through a model with an s level ($g_s=1$) and a p level ($g_p=3$), separated by $0.15$ hartree. With $u=r/(1.5\ \text{bohr})$, the electron feels

$$V=-0.30\,e^{-u^2}+0.30\,u\,e^{-u^2}\,\hat{\mathbf r}\cdot\mathbf D\quad\text{(hartree)},$$

where $\mathbf D$ connects the s state with the real states $p_x,p_y,p_z$ with unit matrix elements. The coupled equations are solved without a Born expansion, for electron angular momenta up to $l=4$. Adding $l=5$ changes the excitation cross section of the main example by about one part in $10^6$. The model leaves out exchange, further levels and the long-range tails of a real atom, and the electron spin is a spectator.

Take $\varepsilon=0.45$ hartree, so that $\varepsilon'=0.30$ hartree. The computed excitation cross section is $1.11135\,a_0^2$, or $3.112\times10^{-21}\ \mathrm{m^2}$. The relation predicts

$$\sigma_{ps}(0.30)=\frac13\times\frac{0.45}{0.30}\times1.11135\,a_0^2=0.5557\,a_0^2 .$$

Solving the same coupled equations with the electron incident on the p level, without using the relation, gives the same value, $1.556\times10^{-21}\ \mathrm{m^2}$. At $60^\circ$ the differential cross sections are $0.1299$ and $0.0650\,a_0^2/\mathrm{sr}$, with the same factor of one half. Values at a fixed angle converge more slowly in $l$ than integrated ones, because the omitted waves interfere with those kept: with higher partial waves included they fall by about $0.2\%$, to $0.1296$ and $0.0648\,a_0^2/\mathrm{sr}$.

| $\varepsilon$ (hartree) | $\sigma_{sp}(\varepsilon)$ ($a_0^2$) | $\sigma_{ps}(\varepsilon-\Delta E)$ ($a_0^2$) | $\Omega$ |
|---|---|---|---|
| 0.16 | 1.233 | 6.575 | 0.126 |
| 0.20 | 1.741 | 2.321 | 0.222 |
| 0.30 | 1.523 | 1.015 | 0.291 |
| 0.45 | 1.111 | 0.556 | 0.318 |
| 0.75 | 0.696 | 0.290 | 0.332 |

The two cross sections behave differently, yet one smooth collision strength describes both. The largest relative error of the integrated relation is $2.7\times10^{-9}$. Since this model is rotationally invariant and has only two levels, unitarity would secure that agreement even without time reversal. The sharper test of reversibility is the comparison of individual amplitudes with their reversed partners, which agree to $5\times10^{-10}$ of the largest amplitude.

**Omitting the shift.** If both cross sections are taken at $0.16$ hartree and the energy factors are dropped, the ratio that should be one is

$$\frac{g_s\sigma_{sp}(0.16)}{g_p\sigma_{ps}(0.16)}=\frac{1.2328}{3\times0.9629}=0.427 .$$

Two errors partly cancel here. The correct partner energy is $0.01$ hartree, where the superelastic cross section is $6.83$ times larger, but the omitted energy factor is $0.01/0.16=1/16$. Together they give $6.83/16=0.427$. For $\varepsilon\gg\Delta E$ and slowly varying cross sections the shift loses importance, and the ratio $\sigma_{ji}/\sigma_{ij}$ approaches $g_i/g_j$.

**Threshold.** For a short-range interaction in which the slow electron can be in an s wave, $W$ generally tends to a nonzero constant as $k_j\to0$. The flux factors then give

$$\sigma_{ij}\propto\frac{k_j}{k_i}\propto(\varepsilon-\Delta E)^{1/2},\qquad \sigma_{ji}\propto\frac{k_i}{k_j}\propto\varepsilon'^{-1/2}.$$

Very near threshold the computed powers are $0.4997$ and $-0.5003$. The range of this law is narrow here: from $\varepsilon'=0.01$ to $0.05$ hartree $\Omega$ grows by a factor $1.77$, while $\Omega\propto\sqrt{\varepsilon'}$ would give $\sqrt5=2.24$, and a constant $W$, for which $\Omega\propto k_ik_j$, would give $2.5$. If instead $\Omega$ tends to a nonzero constant $\Omega_0$, the excitation cross section starts at a finite value, and $\sigma_{ji}\to\pi\Omega_0/(2g_j\varepsilon')$.

**Unequal populations.** Suppose that only $p_z$, aligned with the beam, is populated. For forward scattering to the s level, angular momentum along the beam is conserved, and only $p_z$ has the required zero projection. Its differential cross section is therefore three times the p-level average, as computed, and the averaged relation fails by that factor. After integration over angle, the ratio of the $p_z$ value to the average is $1.13$, $0.994$ and $0.67$ at $\varepsilon'=0.15$, $0.30$ and $0.60$ hartree. The near agreement at $0.30$ hartree is not required by symmetry, and it does not make the relation valid for aligned targets.

## Rates in a plasma

Write a general isotropic electron distribution as $F(\varepsilon)=\sqrt\varepsilon\,\phi(\varepsilon)$. Then $K_{ij}=\sqrt2\int_{\Delta E}^\infty\varepsilon\sigma_{ij}\phi\,d\varepsilon$. Inserting the boxed relation into the corresponding integral for $K_{ji}$ gives

$$K_{ji}=\sqrt2\,\frac{g_i}{g_j}\int_{\Delta E}^\infty\varepsilon\,\sigma_{ij}(\varepsilon)\,\phi(\varepsilon-\Delta E)\,d\varepsilon .$$

For Maxwellian electrons $\phi(\varepsilon-\Delta E)=e^{\Delta E/T}\phi(\varepsilon)$, and the factor leaves the integral:

$$K_{ji}=\frac{g_i}{g_j}\,e^{\Delta E/T}K_{ij}.$$

The exponential in the rate law is thus the threshold shift seen through a thermal distribution. In the model at $T=0.10$ hartree ($2.72$ eV), $K_{sp}=2.49\times10^{-15}$ and $K_{ps}=3.72\times10^{-15}\ \mathrm{m^3/s}$. Their ratio, $1.494$, agrees with $\tfrac13e^{1.5}$. At this temperature deexcitation is the faster process per target, because the threshold factor $e^{1.5}\approx4.5$ outweighs the statistical factor $1/3$. Above $T=\Delta E/\ln3\approx0.137$ hartree the order is reversed.

For $\phi\propto e^{-(\varepsilon/\varepsilon_0)^2}$, by contrast,

$$\frac{\phi(\varepsilon-\Delta E)}{\phi(\varepsilon)}=\exp\left(\frac{2\varepsilon\,\Delta E-\Delta E^2}{\varepsilon_0^2}\right),$$

which depends on $\varepsilon$ and cannot be taken out of the integral. The ratio of rates then depends on the shape of the cross section, and no single temperature, fixed by the electron distribution alone, makes the Maxwellian law hold for every cross section. The cross-section relation itself remains valid, because it concerns single collisions. The computed values are collected in the numerical output below.

## Values computed for the example and the checks

```
MODEL (hartree atomic units)
level gap = 0.150 hartree; weights s,p = 1, 3
well depth, coupling = 0.30, 0.30 hartree
Gaussian width = 1.50 bohr; highest l = 4
e_exc, e_sup [hartree]; sigma_exc, sigma_sup [bohr^2]; Omega
0.16 0.01 1.23279 6.57487 0.12557
0.20 0.05 1.74091 2.32121 0.22166
0.30 0.15 1.52281 1.01521 0.29084
0.45 0.30 1.11135 0.55567 0.31838
0.60 0.45 0.85566 0.38030 0.32684
0.75 0.60 0.69562 0.28984 0.33213
largest relative error of the relation = 2.7e-09
MAIN EXAMPLE
electron energies: 0.45 and 0.30 hartree
wave numbers k_s, k_p = 0.94868, 0.77460 1/bohr
weight ratio g_s/g_p = 0.33333
energy ratio = 1.50000
sigma_exc = 1.11135 bohr^2 = 3.1121e-21 m^2
sigma_sup predicted = 0.55567 bohr^2
sigma_sup direct = 0.55567 bohr^2 = 1.5560e-21 m^2
optical theorem, relative error = 1.6e-10
amplitude reversal, relative error = 5.4e-10
60 deg: dsigma_exc = 0.12992 bohr^2/sr
60 deg: dsigma_sup = 0.06496 bohr^2/sr
differential relation, relative error = 5.1e-09
0 deg: dsigma_sup from p_z = 0.025963 bohr^2/sr
0 deg: p_z value / p-level average = 3.000000
e_sup [hartree]; sup. from p_x, p_z [bohr^2]; p_z/average
0.15 0.94845 1.14873 1.13152
0.30 0.55746 0.55210 0.99358
0.60 0.33801 0.19349 0.66758
sigma_sup at 0.16 hartree = 0.96292 bohr^2
left/right with shift omitted = 0.42675
threshold powers exc, sup = 0.4997, -0.5003
l=5 change at e_sup=0.30, 0.60: 1.3e-06, 1.3e-04
MAXWELLIAN ELECTRONS
T = 0.10 hartree = 2.7211 eV
K_exc = 0.406915 a.u. = 2.4928e-15 m^3/s
K_sup = 0.607889 a.u. = 3.7240e-15 m^3/s
K_sup/K_exc integrated = 1.493896
K_sup/K_exc from rate law = 1.493896
SPIN-1/2 MATRIX MODEL: asymmetry of summed probabilities
three levels, time reversal kept = 1.1e-16
three levels, time reversal broken = 0.56259
two levels, time reversal broken = 2.2e-16
```
